# Vacuum thickness and the energy of charged defects in monolayers

**Q:** I am calculating a singly negative acceptor, carbon on a nitrogen site, in monolayer boron nitride. The cell is 6×6 and periodic in all three directions. For the neutral defect I added vacuum until the energy stopped changing. I plan to do the same for the charged one: more vacuum separates the images, so the energy must settle. Is 4 nm enough?

**A:** Before choosing a height, let us find out what the cell contains. Let $S$ be its area, $L_z$ its height and $q$ the defect's charge. How does your code handle the Coulomb energy of a periodic array with a net charge?

**Q:** It leaves out the Fourier component at $\mathbf G=0$, which would be infinite. The mean potential is then zero.

**A:** Poisson's equation in vacuum reads $V_{\mathbf G}=\rho_{\mathbf G}/(\epsilon_0G^2)$. A uniform density has a component at $\mathbf G=0$ alone. Omitting that component is therefore the same as adding a background of density $-q/(SL_z)$, which makes the cell neutral. The background fills the vacuum as well as the layer, so each time you add vacuum you spread the compensating charge further from the defect.

**Q:** It also becomes more dilute. Why should that not cure the problem?

**A:** Its total charge per cell stays $-q$. Average everything over the plane, which keeps the in-plane wavevector $k=0$, and put the defect charge in a thin sheet at $z=0$, the middle of the layer. Gauss's law for the displacement field is

$$\frac{dD}{dz}=\frac qS\,\delta(z)-\frac{q}{SL_z}.$$

By symmetry $D$ is odd in $z$, so it jumps from $-q/2S$ to $+q/2S$ at the sheet. Integrating the background from there gives

$$D(z)=\frac{q}{2S}\left(1-\frac{2z}{L_z}\right),\qquad 0<z<\frac{L_z}{2}.$$

It vanishes midway to the next image. Near the layer its size is $q/2S$, whatever the height. More vacuum thus means more volume filled with a field that has not become weaker.

For the energy I assume linear response. Building up the charge gradually then costs $\frac12\int\rho V$, where $\rho$ includes the background and $V$ includes the layer's polarization. With $\rho=dD/dz$, integration by parts gives $\frac S2\int D\mathcal E\,dz$, where $\mathcal E=-dV/dz$. The boundary terms cancel by periodicity. In empty space $\mathcal E=D/\epsilon_0$, and the two halves of the cell contribute equally:

$$E_0=\frac{q^2}{4\epsilon_0S}\int_0^{L_z/2}\left(1-\frac{2z}{L_z}\right)^2dz
=\frac{q^2}{4\epsilon_0S}\,\frac{L_z}{6}=\frac{q^2L_z}{24\epsilon_0S}.$$

At fixed $S$ this grows without limit.

**Q:** That is a bare sheet of charge. My layer is polarizable. Surely it screens the field and reduces the slope?

**A:** It screens the field inside itself. Model it as a slab of thickness $d$ with dielectric constants $\epsilon_\parallel$ in the plane and $\epsilon_\perp$ along the normal. Gauss's law fixes $D$ as before, but for $z<d/2$ the field is $D/(\epsilon_0\epsilon_\perp)$. We must subtract a fraction $1-1/\epsilon_\perp$ of the energy in that region. Since

$$\int_0^{d/2}\left(1-\frac{2z}{L_z}\right)^2dz=\frac{L_z}{6}\left[1-\left(1-\frac d{L_z}\right)^3\right],$$

the result is

$$E_0=\frac{q^2L_z}{24\epsilon_0S}\left\{1-\left(1-\frac1{\epsilon_\perp}\right)\left[1-\left(1-\frac d{L_z}\right)^3\right]\right\}.$$

For $L_z\gg d$ the square bracket is $3d/L_z-3d^2/L_z^2+\dots$, so the slab contributes a constant, $-(q^2d/8\epsilon_0S)(1-1/\epsilon_\perp)$, and terms that die away as $1/L_z$. The limiting slope is that of the bare charge.

For your cell take a lattice constant of 0.25 nm, so that the side is $L=1.50$ nm and $S=\frac{\sqrt3}2L^2=1.949$ nm². Write $K=q^2/4\pi\epsilon_0$, which is 1.440 eV nm for one elementary charge. Then $q^2/\epsilon_0=4\pi K=18.10$ eV nm, and the slope is $18.10/(24\times1.949)=0.387$ eV/nm, or $7.52\times10^{-4}$ hartree per bohr. A doubly charged defect would have four times as much.

**Q:** You kept only the plane average. The defect is localized, and the other Fourier components might cancel the growth.

**A:** Let us solve for them. Give the charge an in-plane Gaussian width $\sigma$, so its component at wavevector $k$ is $q\,e^{-k^2\sigma^2/2}$. Away from the sheet the potential obeys

$$\epsilon_\perp V''=\epsilon_\parallel k^2V\ \text{(slab)},\qquad V''=k^2V\ \text{(vacuum)}.$$

Both $V$ and the normal displacement are continuous at the surface, so their ratio $-\epsilon_\perp V'/(kV)$ is continuous too, with $\epsilon_\perp=1$ outside. In the periodic cell the vacuum solution is symmetric about $L_z/2$, hence $V\propto\cosh k(L_z/2-z)$, and the ratio at the surface is

$$y=\tanh\frac{k(L_z-d)}2 .$$

For an isolated layer $V\propto e^{-kz}$ and $y=1$.

Inside the slab let $u=d/2-z$ be the depth below the surface, and define $\kappa=k\sqrt{\epsilon_\parallel/\epsilon_\perp}$ and $m=\sqrt{\epsilon_\parallel\epsilon_\perp}=\epsilon_\perp\kappa/k$. Write $V=a\cosh\kappa u+b\sinh\kappa u$. The ratio at $u=0$ is $mb/a$, so $b=ay/m$. At the charge, $u=d/2$, the ratio has become

$$Y=m\,\frac{y+mt}{m+yt},\qquad t=\tanh\frac{\kappa d}2.$$

Half the flux leaves on each side: $\epsilon_0kYV=\frac12q\,e^{-k^2\sigma^2/2}$. This gives $V$ at the charge. Multiplying by the charge component and by $1/2S$, and summing, we find

$$E_{\rm lat}=\frac{\pi K}{S}\sum_{\mathbf k\ne0}\frac{e^{-k^2\sigma^2}}{kY}.$$

The height enters through $y$, which differs from 1 by about $2e^{-k(L_z-d)}$. The smallest nonzero wavevector is $4\pi/(\sqrt3L)=4.84$ nm⁻¹. So this part does converge, exponentially fast, and cannot cancel a linear term. Your intuition about separating images is right for these components and wrong for the plane average.

**Q:** What energy should I have been converging to?

**A:** That of one charge in one infinite layer, without a background. The wavevectors become continuous, $\sum_{\mathbf k}\to S\int k\,dk/2\pi$, and $y=1$:

$$E_{\rm iso}=\frac K2\int_0^\infty\frac{e^{-k^2\sigma^2}}{Y_{\rm iso}}\,dk.$$

The error of the cell is $\Delta=E_0+E_{\rm lat}-E_{\rm iso}$. I use rough values for the layer: $d=0.33$ nm, $\epsilon_\parallel=5$, $\epsilon_\perp=3$ and $\sigma=0.10$ nm. Numerical quadrature then gives $E_{\rm iso}=2.376$ eV.

I also want energies that do not come from these formulas. Take a charge that is 0.12 nm wide in the plane and spread along $z$ with a standard deviation of 0.06 nm. Soften the slab's edges over 0.02 nm, and solve Poisson's equation on a grid, for the 6×6 cell and for the isolated layer. The difference is called "grid error" below, and $\Delta$ is the sharp-slab formula:

| $L_z$ (nm) | grid error (eV) | $\Delta$ (eV) | grid $-\Delta$ (eV) |
|---|---|---|---|
| 2 | −0.597 | −0.580 | −0.017 |
| 3 | −0.227 | −0.206 | −0.022 |
| 4 | 0.151 | 0.175 | −0.024 |
| 6 | 0.915 | 0.942 | −0.027 |
| 8 | 1.684 | 1.712 | −0.028 |
| 10 | 2.455 | 2.484 | −0.029 |

Between 8 and 10 nm the grid energies rise by 0.386 eV/nm, against the limiting 0.387.

**Q:** At 4 nm the error is only 0.15 eV. I would have been lucky.

**A:** Lucky is the word. The formula crosses zero at 3.54 nm, where a negative $E_{\rm lat}-E_{\rm iso}$ happens to balance the positive $E_0$. The energy is not stationary there; it passes through the right value at full slope. Another lateral cell or another layer moves the crossing.

The consequence for defect kinetics is large. Going from 2 to 4 nm changes $\Delta$ by $0.175+0.580=0.755$ eV. If that entered the activation energy of an emission rate at 300 K, where $k_BT\ln10=0.0595$ eV, the rate would move by 12.7 decades.

**Q:** Then I should fix the vacuum at 2 nm and widen the cell. The slope has $S$ in the denominator: a 12×12 cell has 0.097 eV/nm instead of 0.387.

**A:** The slope improves, but consider the limit you propose. With $L_z$ fixed and $L$ growing, the small wavevectors satisfy $kL_z\ll1$. Then $y\approx k(L_z-d)/2$ and $t\approx\kappa d/2$, both small, so the denominator of $Y$ is close to $m$ and

$$Y\approx y+mt=\frac k2\left[(L_z-d)+\epsilon_\parallel d\right]=\frac{kL_z\epsilon_{\rm eff}}2,
\qquad \epsilon_{\rm eff}=1+\frac{(\epsilon_\parallel-1)d}{L_z},$$

where I used $m\kappa=\epsilon_\parallel k$. Each term of the sum is now proportional to $1/k^2$. Replacing the sum by an integral with a lower limit of order $1/L$ gives

$$E_{\rm lat}\simeq\frac{\pi K}{S}\,S\int\frac{k\,dk}{2\pi}\,\frac{2}{k^2L_z\epsilon_{\rm eff}}
=\frac{K}{L_z\epsilon_{\rm eff}}\int_{\sim1/L}\frac{dk}{k}
=\frac{K}{L_z\epsilon_{\rm eff}}\ln L+\text{const}.$$

This diverges as well, though slowly. The images above and below the defect form a column, which from far away is a charged line, and the energy of a charged line grows with the logarithm of the distance to its compensating charge.

For $L_z=2$ nm, $\epsilon_{\rm eff}=1+4\times0.33/2=1.66$. Doubling $L$ should add $1.440\times0.693/(2\times1.66)=0.301$ eV. The full $\Delta$ rises by 0.300 eV between $L=40$ and 80 nm.

**Q:** So neither direction alone works. What if both grow?

**A:** For that we need $\Delta$ in wide cells with $L_z$ not small compared with $L$, so that $y=1$ to good accuracy. At small $k$, $t\approx\kappa d/2$ and

$$Y\approx\frac{1+mt}{1+t/m}\approx1+\left(m-\frac1m\right)t=1+kr_0,\qquad r_0=\frac d2\left(\epsilon_\parallel-\frac1{\epsilon_\perp}\right),$$

because $m\kappa=\epsilon_\parallel k$ and $\kappa/m=k/\epsilon_\perp$. Hence $1/(kY)=1/k-r_0+O(k)$. We need the sum over $\mathbf k\ne0$ minus the corresponding integral, term by term.

The $1/k$ term is the energy of point charges in a plane with a uniform sheet of compensating charge. Lengths scale as $\sqrt S$, so it equals $-KM/\sqrt S$. An Ewald sum for the hexagonal lattice gives $M=1.9605$.

The constant $-r_0$, multiplied by the Gaussian, is a smooth function. Its sum over all $\mathbf k$ equals its integral, apart from the overlap of Gaussians on different sites, which is negligible for $L\gg\sigma$. Our sum lacks the point $\mathbf k=0$, so the difference is $+\pi Kr_0/S$.

The term linear in $k$ corresponds to an interaction falling as $1/R^3$ between images, and leaves a remainder of order $L^{-3}$.

Now add $E_0$ for $L_z\gg d$, written with $q^2/\epsilon_0=4\pi K$:

$$\Delta\simeq K\left[\frac{\pi L_z}{6S}-\frac M{\sqrt S}+\frac{\pi d}{2S}\left(\epsilon_\parallel-\frac1{\epsilon_\perp}\right)-\frac{\pi d}{2S}\left(1-\frac1{\epsilon_\perp}\right)\right].$$

The terms in $1/\epsilon_\perp$ cancel:

$$\Delta\simeq K\left[\frac{\pi L_z}{6S}-\frac M{\sqrt S}+\frac{\pi d(\epsilon_\parallel-1)}{2S}\right].$$

To see whether the remainder behaves as claimed, I evaluated the full $\Delta$ with $L_z=2L$. What this law omits shrinks by a factor 7.96 when $L$ doubles from 20 to 40 nm; $L^{-3}$ predicts 8.

If $L_z$ is proportional to $L$, the error falls as $1/L$, except at $L_z=6M\sqrt S/\pi=3.48L$, where the first two terms cancel and it falls as $1/L^2$. If $L_z$ is proportional to $S$, the first term stays constant and the error never disappears. "Scale the lateral size too" therefore needs a rate. With $L_z\propto L^p$, any $0<p<2$ works: for $p<1$ the columns cost $K[\ln(L/L_z)+c]/L_z$ to leading order, with $c$ a constant, and this still vanishes. The table gives the full $\Delta$ for the same layer along the route $L_z=L$ and, for contrast, at a fixed height:

| $L$ (nm) | $L_z=L$ (eV) | $L_z=2$ nm (eV) |
|---|---|---|
| 1.5 | −0.761 | −0.580 |
| 3 | −0.479 | −0.568 |
| 6 | −0.285 | −0.331 |
| 12 | −0.159 | −0.046 |
| 24 | −0.084 | 0.251 |
| 48 | −0.044 | 0.551 |

The error in the second column shrinks steadily in size, but at 48 nm, far beyond a practical calculation, 0.04 eV is still missing. The third looks excellent at 12 nm and is then on its way up.

**Q:** Could I fit the three-term law to a few affordable cells and extrapolate?

**A:** Not with cells like yours. The expansion needs $kr_0\ll1$ at the smallest wavevector. Here $r_0=0.165\times(5-0.333)=0.77$ nm, so $kr_0=4.84\times0.77=3.7$. For the 6×6 cell at $L_z=4$ nm the law gives 1.06 eV, while the full expression gives 0.175 eV. The linear dependence on $L_z$ is reliable in a small cell; the assumed dependence on $S$ is not.

It is better to subtract the full $\Delta$ from the calculated energy. The last column of the first table shows how that works when the charge and the slab's edges differ from those in the formula. From 2 to 10 nm the grid error spans 3.05 eV. After subtraction the span is 0.012 eV, and at most 0.029 eV of error is left.

**Q:** If my corrected energies are flat against vacuum, then, I can trust them?

**A:** Flatness shows that the linear term has been removed, and that term does not depend on the layer's dielectric constants. A wrong $\epsilon_\parallel$ or $\epsilon_\perp$ shifts $\Delta$ by an amount that becomes constant in $L_z$, so the corrected curve can be flat at the wrong height.

At $L_z=4$ nm in the 6×6 cell, $\epsilon_\parallel=7$ and $\epsilon_\perp=3.5$, rough values that include screening by the lattice, raise $\Delta$ by 0.148 eV. Widening the charge to 0.15 nm raises it by 0.019 eV. Thinning the slab to 0.28 nm, with $d(\epsilon_\parallel-1)$ and $d(1-1/\epsilon_\perp)$ held fixed, raises it by 0.016 eV. Of these three choices the screening matters most. It should match the calculation: electronic constants if the atoms are frozen, static ones if they relax.

**Q:** Since the correction handles any height, I may as well take 10 nm of vacuum and be safe.

**A:** For your negative defect that would be a mistake of another kind. The background is positive, so it attracts electrons into the vacuum. Integrating the plane-averaged field from the layer to mid-vacuum, an electron's potential energy falls by

$$W=\frac{e^2}{2\epsilon_0S}\left[\frac{L_z}4-\left(1-\frac1{\epsilon_\perp}\right)\left(\frac d2-\frac{d^2}{4L_z}\right)\right].$$

In the vacuum its curvature is $e^2/(\epsilon_0SL_z)$, that of a harmonic well. The lowest state lies $\frac12\hbar\omega$ above the bottom, with $m_e\omega^2=e^2/(\epsilon_0SL_z)$. At $L_z=6$ nm, $W=6.47$ eV and $\frac12\hbar\omega=0.17$ eV.

Compare this with the defect's occupied level, which I place a rough 3 eV below the vacuum level in the isolated layer. In a density-functional calculation an orbital energy is the derivative of the total energy with respect to occupation. Since $\Delta\propto q^2$, its derivative for one added electron is $2\Delta$, and the level moves up by that amount. With zero mean potential, the plane-averaged potential energy is $2E_0$ at the layer and $2E_0-W$ at mid-vacuum. The $2E_0$ cancels in the comparison, and the defect level lies above the well's lowest state when

$$W+2(E_{\rm lat}-E_{\rm iso})-\tfrac12\hbar\omega>3\ \text{eV}.$$

For the 6×6 cell equality occurs at $L_z=5.13$ nm. The three terms there are $5.46-2.28-0.19=2.99$ eV, equal to 3 within rounding. Above that height a functional that permits fractional transfer lets charge leak into the vacuum. The correction assumes all the charge sits in the layer, so it no longer applies. The grid energies at 6 to 10 nm were obtained with the charge held in place; a self-consistent calculation need not follow them.

For the 12×12 cell the onset is at 15.9 nm. A positive defect has a negative background, which repels electrons from mid-vacuum, so this well does not form.

**Q:** How close is all this to a real boron nitride sheet?

**A:** The constants are rough but in the range of the real material. The field is not. Just outside the layer's surface, for the 6×6 cell with $L_z=4$ nm, it is 42.6 MV/cm. Just inside it is smaller by the factor $\epsilon_\perp=3$, about 14 MV/cm, which is still above the breakdown field of boron nitride, roughly 10 MV/cm. This field belongs to the periodic array and its background, not to an isolated defect. Across half the layer the potential changes by 0.245 V, small beside a gap of roughly 6 eV, which makes linear response to the plane-averaged field plausible without proving it. The argument does not cover the immediate surroundings of the defect, where the potential of the model charge itself reaches several volts.

Real devices also break the assumption of a free-standing sheet. If a medium of dielectric constant 4, a rough value for an oxide, replaced the vacuum on both sides, the energy density $D^2/2\epsilon$ there would fall fourfold and the slope would become $0.387/4=0.097$ eV/nm. The isolated energy would change too, so both parts of the correction would have to include the medium.

**Q:** Then for my acceptor I keep the 6×6 cell, choose a moderate height and subtract $\Delta$?

**A:** Yes, with $L_z$ at 3 and 4 nm, both below the leakage onset for this level depth. The onset moves by about 0.85 nm per eV of depth, so a level less than about 1.7 eV below the vacuum level would already leak at 4 nm. Confirm from the plane-averaged density that the added electron stays in the layer. Take the Fermi level from the neutral layer in the same cell, so that both use the same zero of potential. The uncorrected formation energies should then differ by about 0.38 eV and the corrected ones should nearly agree. Do not look for this in the raw total energies. The neutral layer's own potential moves the zero by an amount proportional to $1/L_z$, namely $2\pi K\langle z^2\rangle/(S_0L_z)$, where $\langle z^2\rangle$ is the second moment along the normal of the electrons in one primitive cell of area $S_0$. With an all-electron value of about 7.6 bohr² per BN pair, this lowers the total energy of one added electron by roughly 0.3 eV between 3 and 4 nm and hides most of the rise. With pseudopotentials the size depends on how the code defines the $\mathbf G=0$ term. Then repeat with a wider cell. Its $\Delta$ is different, so the comparison tests the constant part of the correction, which a scan over vacuum cannot do. The test is partial, because a wrong dielectric constant shifts both cells the same way. At $L_z=4$ nm the larger constants tried above raise $\Delta$ by 0.148 eV in the 6×6 cell and by 0.073 eV in the 12×12 cell. A disagreement of 0.075 eV between the cells would then mean an error twice as large in the smaller one.
